\section*{Conductance spread left by drift after one global scale correction}

\section*{Question}

An analogue array of phase-change cells is programmed and read at a reference time $t_0$. Its amorphous regions then relax and every conductance falls. At a later time all readings are multiplied by one common factor, chosen to restore the mean conductance. If the drift exponents of the cells have a standard deviation of $0.01$, how large is the relative error left in a cell after seven decades of time, and how does it scale?

\section*{Answer}

\subsection*{The drift law and what is being compared}

Let cell $i$ have conductance $G_i(t)$, with
\begin{equation}
G_i(t)=G_i(t_0)\left(\frac{t}{t_0}\right)^{-\nu_i},\qquad
r_i\equiv\frac{G_i(t)}{G_i(t_0)}=e^{-\nu_i L},\qquad L=\ln\frac{t}{t_0}.
\label{drift}
\end{equation}
Times are counted from programming, and $t_0$ is the same for all cells. The spread asked for is that of the retained fraction $r_i$, so each cell is compared with its own starting value. The width of the programmed conductance distribution does not enter. The exponents are taken as Gaussian, with mean $m$ and standard deviation $\sigma$, and independent of $G_i(t_0)$. The temperature is constant during drift.

A simple effective model shows where such a law can come from. Suppose that relaxation raises the conduction barrier by $U$, and that each rise makes the next one slower:
\begin{equation}
\frac{dU}{dt}=\frac{w}{\tau}\,e^{-U/w},\qquad U(0)=0 .
\end{equation}
Here $w$ is an energy scale and $\tau$ an onset time. Separating the variables and integrating from zero gives
\begin{equation}
\int_0^U e^{U'/w}\,dU'=\frac{w\,t}{\tau}
\;\Rightarrow\; w\left(e^{U/w}-1\right)=\frac{w\,t}{\tau}
\;\Rightarrow\; U=w\ln\left(1+\frac{t}{\tau}\right).
\end{equation}
For thermally activated conduction, $G\propto e^{-U/kT}=(1+t/\tau)^{-w/kT}$. When $t_0\gg\tau$ this is the power law \eqref{drift} with $\nu=w/kT$ at the fixed temperature $T$. A spread of exponents is then a spread of $w$ from cell to cell.

\subsection*{What the global factor removes}

Write $\nu=m+\sigma z$, where $z$ is a standard normal variable, and define $s=\sigma L$. Then
\begin{equation}
\ln r=-mL-sz ,
\end{equation}
so $\ln r$ has mean $-mL$ and standard deviation $s$. The moments of $r$ follow by completing the square, $-z^2/2-qsz=-(z+qs)^2/2+q^2s^2/2$:
\begin{equation}
M_q\equiv\langle r^q\rangle
=e^{-qmL}\int_{-\infty}^{\infty}\frac{e^{-z^2/2-qsz}}{\sqrt{2\pi}}\,dz
=e^{-qmL+q^2s^2/2}.
\label{moments}
\end{equation}
The factor that restores the summed conductance of a large array is
\begin{equation}
a=\frac{\langle G(t_0)\rangle}{\langle G(t_0)\,r\rangle}
=\frac{1}{M_1}=e^{mL-s^2/2}.
\end{equation}
The second equality uses the independence of $r$ and $G(t_0)$. The corrected ratio is
\begin{equation}
a\,r=e^{-sz-s^2/2},
\label{corrected}
\end{equation}
from which the mean exponent $m$ has dropped out. Its mean is 1, so its relative spread, the coefficient of variation $C$, obeys
\begin{equation}
C^2=\langle(ar-1)^2\rangle=\frac{M_2}{M_1^2}-1
=\frac{e^{-2mL+2s^2}}{e^{-2mL+s^2}}-1=e^{s^2}-1 .
\label{cv}
\end{equation}

For small $s$, $e^{s^2}-1\simeq s^2+s^4/2$, and hence
\begin{equation}
C\simeq s\left(1+\frac{s^2}{4}\right),\qquad s=\sigma\ln\frac{t}{t_0}.
\label{small}
\end{equation}
To leading order the error is linear in the exponent spread and in the number of decades. In the opposite limit, $s\gg1$, equation \eqref{cv} gives $C\simeq e^{s^2/2}$: a few cells with small exponents then dominate the moments, and one number no longer describes the array well. This limit is formal. By \eqref{moments}, $M_2$ is dominated by exponents near $m-2\sigma s$, which for $m=0.05$ are negative (growing conductance) once $s>2.5$; if exponents cannot be negative, $C$ grows more slowly. With $\sigma=0.01$, even $s=1$ takes 43 decades.

\subsection*{The size after seven decades}

Take $t_0=1$ s and $t=10^7$ s, which is about 116 days. Then
\begin{equation}
L=7\ln 10=16.118,\qquad s=0.01\times16.118=0.1612,
\end{equation}
\begin{equation}
C=\sqrt{e^{0.02598}-1}=0.162 .
\end{equation}
The residual relative spread is about 16 percent. Each decade adds $0.01\ln10$, or 2.3 percent, to the logarithmic spread.

The mean exponent sets the size of the correction but not that of the residue. With $m=0.05$ the mean retained fraction is $0.4525$, so $a=1/0.4525=2.21$. Before correction the rms error relative to the starting values is 55 percent; after it, 16 percent. A simulated array of 400\,000 cells, with starting conductances spread evenly in logarithm from 1 to 20 $\mu$S, gives a residue of 16.20 percent when its factor is taken from the summed conductance. Equation \eqref{cv} gives 16.22 percent.

The share of cells with a large error follows from \eqref{corrected}. A cell lies within 10 percent of its starting value if $\ln0.9<-sz-s^2/2<\ln1.1$. Since $-z$ is also standard normal, the limits are
\begin{equation}
\frac{\ln 0.9+s^2/2}{s}=-0.57,\qquad
\frac{\ln 1.1+s^2/2}{s}=0.67 .
\end{equation}
The normal distribution has 53 percent of its weight outside them, so about half of the cells are wrong by more than 10 percent although the array mean is right.

The logarithmic law puts much of the damage early. Setting $C=0.05$ in \eqref{cv} and solving for time gives
\begin{equation}
t=t_0\exp\left[\frac{\sqrt{\ln(1+C^2)}}{\sigma}\right]
=(1\ \mathrm{s})\,e^{4.997}\simeq148\ \mathrm{s}.
\end{equation}
Conversely, if the cells are individually referenced to a reading at 100 s instead of 1 s, with the same end time, five decades remain, the logarithmic spread is $5\times2.3=11.5$ percent, and $C$ is 11.6 percent.

\subsection*{Would another factor, or another distribution, help?}

Restoring the mean is one choice of factor. For a general common factor $b$ the mean square relative error is
\begin{equation}
\langle(br-1)^2\rangle=b^2M_2-2bM_1+1 .
\end{equation}
Its derivative $2bM_2-2M_1$ vanishes at $b=M_1/M_2$. This is a minimum because $M_2>0$, and the error there is
\begin{equation}
\sqrt{1-\frac{M_1^2}{M_2}}=\sqrt{1-e^{-s^2}}
\simeq s\left(1-\frac{s^2}{4}\right)=0.160 .
\end{equation}
The best factor is 2.15 instead of 2.21, and the rms error falls from 16.2 to 16.0 percent. The residue comes from differences between cells, which a common multiplication cannot remove.

The Gaussian shape does not enter at leading order, provided that $(\nu-m)L$ is small for all cells. To first order in this quantity, the corrected ratio is $1-(\nu-m)L$, whose standard deviation is $\sigma L$ for any distribution with standard deviation $\sigma$. A uniform distribution of exponents with the same $\sigma$ gives 16.1 percent. Skewness matters more. A shifted exponential distribution with its tail towards large exponents gives $C=s/\sqrt{1+2s}$, or 14 percent; its mirror image, with the tail towards small exponents, gives $s/\sqrt{1-2s}$, or 20 percent. Part of the latter comes from negative exponents in the tail; cutting the distribution at $\nu=0$ for $m=0.05$ gives 18 percent.

\subsection*{The same spread as a barrier energy}

In the relaxation model, $\ln r=-\Delta U/kT$, where $\Delta U$ is the barrier rise between $t_0$ and $t$. Its standard deviation is therefore
\begin{equation}
\delta U=kT\,s=0.02585\ \mathrm{eV}\times0.1612\simeq0.0042\ \mathrm{eV}
\end{equation}
at 300 K, while the mean rise is about $0.021$ eV. A difference of a few thousandths of an electronvolt between cells is enough, because conductance depends exponentially on the barrier.

The onset time has little effect here. For $\tau=0.01$ s the logarithm becomes $\ln[(t+\tau)/(t_0+\tau)]\simeq L-0.01$. Integrating the relaxation equation numerically for seven exponents, and averaging with Gaussian weights, gives $C=16.21$ percent, lower than \eqref{cv} by about 0.06 percent of its value.

\subsection*{When the exponent depends on the stored state}

The value $\sigma=0.01$ must describe all cells that share the factor. Suppose instead that it is the spread at one programmed state, and that the mean exponent falls as the programmed conductance rises:
\begin{equation}
\nu=m-\sigma_{\rm g}\,y+\sigma z ,
\end{equation}
where $y$ is $\ln G(t_0)$ shifted and scaled to zero mean and unit variance, independent of $z$. The cross term averages to zero, so the variances add:
\begin{equation}
s_{\rm tot}=L\sqrt{\sigma^2+\sigma_{\rm g}^2}.
\end{equation}
For $\sigma_{\rm g}=0.01$ this is $16.118\times0.01414=0.228$. If the combined logarithmic error is treated as Gaussian, \eqref{cv} turns it into a spread of 23 percent about the mean retained fraction. The factor that restores the summed conductance is then no longer $1/M_1$. The strongly conducting cells weigh most in the sum and drift least, so this factor is smaller, 1.94 against 2.18 for the conductance range above, and leaves the average cell 11 percent below its starting value. The rms error is then also about 23 percent, and about 72 percent of the cells are wrong by more than 10 percent.

This added part is systematic. The correlation of $\ln r$ with $\ln G(t_0)$ is $\sigma_{\rm g}/\sqrt{\sigma^2+\sigma_{\rm g}^2}=0.71$, so weakly conducting cells lose more. In the simulated array the cells at the low end of the range retain a fraction 24 percent below the array median. Among themselves they have a logarithmic spread of 0.159, which differs from $s=0.161$ by about the sampling error of a few thousand cells. In this model, where every state has the same $\sigma$, a separate factor for each state would remove the systematic part and leave the original 16 percent; it requires that the stored state of each cell is known at the read.

\subsection*{Other errors in the same array}

Low-frequency noise also separates the two readings. Let the relative conductance noise have the one-sided spectrum $Q^2/f$ up to a cutoff $f_h$. A component of frequency $f$ contributes to the difference of two readings, a time $\Delta t=t-t_0$ apart, with weight $|e^{2\pi i f\Delta t}-1|^2=2(1-\cos2\pi f\Delta t)$. With $u=2\pi f\Delta t$ and $x=2\pi f_h\Delta t$, the variance is
\begin{equation}
2Q^2\int_0^x\frac{1-\cos u}{u}\,du
=2Q^2\left[\gamma+\ln x-\mathrm{Ci}(x)\right],
\end{equation}
by the definition of the cosine integral $\mathrm{Ci}$; $\gamma$ is Euler's constant. For $Q=0.01$ and a read time of 1 $\mu$s, taken to mean $f_h=5\times10^5$ Hz, one has $x=3.1\times10^{13}$. The bracket is then 31.7, and the spread is $0.01\sqrt{63.3}$, or 8.0 percent. A read that averages over 1 $\mu$s instead of cutting off sharply gives a bracket of 31.4 and 7.9 percent. Both assume that the $1/f$ form holds down to frequencies of order $1/\Delta t$. In an exponent fitted to two readings this noise appears as a spread of about $0.08/L=0.005$, so a measured $\sigma$ may already contain part of it.

Temperature acts through $G\propto e^{-E/kT}$. Changes of cell temperature between the readings, with standard deviation $\delta T=1$ K across the array, give
\begin{equation}
\delta\ln G=\frac{E\,\delta T}{kT^2}
=\frac{0.20\times1}{0.02585\times300}\simeq0.026
\end{equation}
for $E=0.20$ eV. If, in addition, the final read is made with the whole array 10 K warmer, the mean conductance rises by a factor 1.28, which the global correction removes. A spread of $0.02$ eV in $E$ leaves a residue of $0.02\times10/(0.02585\times310)$, or 2.5 percent.

If these errors are independent of each other and of drift, their squares add:
\begin{equation}
\sqrt{16.2^2+8.0^2+2.6^2+2.5^2}\ \%\simeq18\ \% .
\end{equation}
With the state dependence above, the total is about 25 percent. The independence is approximate: in the barrier model the raised barrier is read at 310 K, which lowers the drift spread to 15.5 percent, and the first total stays near 18 percent.

Crystallisation is negligible on this time scale. A rough retention of ten years at 358 K, extrapolated with a single activation energy of 2.5 eV, gives about $2\times10^{15}$ s at 300 K, some $2\times10^8$ times the storage time.

\subsection*{Relation to real cells}

The parameters are rough values for cells based on germanium--antimony--tellurium alloys. The mean exponent of $0.05$ stands for intermediate states; fully amorphous states drift faster, with exponents roughly near $0.1$. Real arrays therefore break the assumption that the exponent is independent of the stored conductance. In addition, the cell-to-cell spread of the exponent and the relative noise amplitude $Q$ are typically larger for weakly conducting states, by factors of several, so the single values $\sigma=0.01$ and $Q=0.01$ suit the more conductive states and understate the error of the weak ones. With the state spread assumed here, that moves the drift spread about the mean retained fraction from 16 to 23 percent. The estimate also excludes storage at varying temperature, which changes the relaxation itself and is not sized here. The 16 percent is thus the drift contribution at constant temperature for Gaussian exponents with a total standard deviation of $0.01$, not the full error of a device. Most of the values behind these estimates are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K; kT: 0.02585 eV
Mean exponent: 0.050; exponent sd: 0.010
Start time: 1 s; end time: 1.0e+07 s
End time in days: 115.7 d
Programmed conductance: 1 to 20 uS
ln(t/t0): 16.1181
Log spread per decade: 2.303 %
Log spread s: 0.16118
Mean retained fraction: 0.4525
Global factor, formula: 2.2098
Global factor, simulated array: 2.2109
Rms error before correction: 55.3 %
CV, formula: 16.22 %
CV, quadrature: 16.22 %
CV, relaxation equation: 16.21 %
CV, simulated array: 16.20 %
CV, uniform exponents: 16.08 %
Best single factor: 2.1532
Rms error with best factor: 16.01 %
One-sd band about median: 0.851 to 1.175
Cells over 10 % wrong, formula: 53.4 %
Cells over 10 % wrong, array: 53.3 %
Time to 5 % spread: 148 s
Onset time: 0.01 s; energy scale w: 0.001293 eV
Mean barrier rise t0 to t: 0.02082 eV
Barrier spread: 0.00416 eV
Onset effect on CV: -0.063 % of CV
State-dependent exponent sd: 0.010
Log spread with state dependence: 0.2279
Same, simulated array: 0.2278
CV with state dependence: 23.1 %
Correlation of log error with log G: 0.707
Lowest state against array median: -24.3 %
Log spread within lowest state: 0.1590
Noise Q: 0.010; read time: 1.0e-06 s
Noise cutoff: 5.0e+05 Hz
1/f noise spread between reads: 7.96 %
Activation energy: 0.20 eV; its sd: 0.02 eV
Cell temperature sd: 1 K
Spread from cell temperatures: 2.58 %
Common read-temperature change: 10 K
Common conductance factor: 1.284
Residual spread after rescaling: 2.50 %
Crystallisation energy: 2.5 eV
Ten-year retention temperature: 358 K
Crystallisation time at 300 K: 2.0e+15 s
End time / crystallisation time: 5.0e-09
Total spread, no state dependence: 18.4 %
Total spread, with state dependence: 24.7 %
\end{verbatim}
